Sound Dispersion, Linewidths and Ioffe-Regel Frequencies from a Glass's Normal Modes

Diagonalising the dynamical matrix of a glass gives a list of frequencies and displacement patterns, but no wavevectors. A kinetic estimate of heat conduction needs more: a sound speed, a lifetime and a mean free path for each polarisation. If every mode is simply given the low-frequency sound speed, the estimate will include "waves" that die before completing half an oscillation. What is missing is a measurement, made on the modes themselves, of how long a plane wave survives.

**Four masses by hand**

Put four equal masses on a ring at positions 0, 1, 2, 3, in units of their spacing. Let the springs between neighbours alternate in stiffness, α, β, α, β, with α joining the masses at 0 and 1. Set m = 1. For motion along the line, the normalised plane wave with q = π/2 is

|q> = ½(1, i, −1, −i).

Moving two places along the ring leaves the springs unchanged and reverses the sign of this wave. It therefore mixes only patterns of the form (a, b, −a, −b). The restoring forces per unit mass on the first two masses, with sign reversed, are

(α+β)a − αb − β(−b) = (α+β)a − (α−β)b,
(α+β)b − αa − β(−a) = (α+β)b − (α−β)a.

For b = a the squared frequency is 2β; for b = −a it is 2α. The normalised modes are ½(1, 1, −1, −1) and ½(1, −1, −1, 1). Their overlaps with |q> are

¼(1+i+1+i) = (1+i)/2,
¼(1−i+1−i) = (1−i)/2.

Each has squared magnitude ½, so the plane wave is shared equally between two modes. Choose 2β = 0.81 and 2α = 1.21, which gives frequencies 0.9 and 1.1. A plane-wave velocity launched at t = 0 then has the correlation

½cos(0.9t) + ½cos(1.1t) = cos(t) cos(0.1t).

The envelope first vanishes at t = π/0.2 ≈ 15.7, after 2.5 periods of the fast factor. If α = β the two lines merge and the wave does not decay.

Now let the same bonds resist sideways motion with stiffnesses giving 2β' = 0.16 and 2α' = 0.36. The same algebra gives transverse frequencies 0.4 and 0.6, and the correlation cos(0.5t) cos(0.1t). The envelope is unchanged, but only 1.25 periods fit before it vanishes. What matters for propagation is the spread of frequencies relative to their mean.

The envelope returns to full size at t = π/0.1 ≈ 31.4, so two lines produce beating, not damping. A large disordered sample spreads the plane wave over many unevenly spaced modes, which pushes such revivals to late times. Energy is conserved throughout. What decays is the part of the motion still resembling the launched wave.

**Projection in general**

Take N equal masses at equilibrium positions r_i in a periodic square box of side L. The allowed wavevectors are (2π/L)(n_x, n_y), with integer n_x and n_y. Let e_L point along q and e_T across it, and define

|q,λ> = N^(−1/2) e_λ exp(iq·r_i), λ = L or T.

In three dimensions there are two transverse directions to average over. For unequal masses the factor N^(−1/2) becomes (m_i/Σm_j)^(1/2), because the modes are then orthogonal in the mass-weighted displacements.

With dynamical matrix D, small motion obeys u'' = −Du. Starting from u = 0 and velocity |q,λ>, the velocity later is cos(√D t)|q,λ>. Inserting the complete set of modes |n>, with frequencies ω_n, gives

v(t) = <q,λ|cos(√D t)|q,λ> = Σ_n w_n cos(ω_n t),
w_n = |<n|q,λ>|², Σ_n w_n = 1.

The current spectrum is the list of lines

C(ω) = Σ_n w_n δ(ω−ω_n), ω > 0.

One mode generally has weight at many q and in both polarisations, so the modes are not sorted into longitudinal and transverse classes.

**The damped-oscillator line**

Suppose the projected motion follows

u'' + Γu' + Ω²u = 0, u(0) = 0, u'(0) = 1.

Take the Laplace transform U(s) = ∫₀^∞ u e^(−st) dt. The initial velocity contributes −1 to the transform of u'', so

(s² + Γs + Ω²)U = 1,

and the transform of the velocity is sU = s/(s²+Γs+Ω²). Put s = −iz with z = ω+iη and η > 0. Then s² = −z², and multiplying numerator and denominator by −1 gives

sU = iz/(z² − Ω² + izΓ).

The spectrum is the cosine transform (2/π)∫₀^∞ v(t) cos(ωt) dt. A positive η multiplies v(t) by e^(−ηt), which broadens the spectrum to

C_η(ω) = (2/π) Re[iz/(z² − Ω² + izΓ)].

At η = 0, multiplying by the complex conjugate of the denominator leaves

C(ω) = (2/π) Γω²/[(ω²−Ω²)² + ω²Γ²].

Its area over positive ω is one, since the inverse transform at t = 0 must return v(0) = 1. To read off the width, rewrite it as

C(ω) = [2/(πΓ)] / {1 + [(ω²−Ω²)/(ωΓ)]²}.

The maximum is at ω = Ω. Half height requires |ω²−Ω²| = ωΓ, whose positive solutions are

ω± = √(Ω²+Γ²/4) ± Γ/2.

Their separation is Γ, the full width at half maximum. When Γ < 2Ω the amplitude envelope is e^(−Γt/2), so over a full damped period T the oscillator energy is multiplied by e^(−ΓT). Γ is therefore also the energy decay rate.

This shape cannot hold in the far wings. At large ω it falls as 1/ω², so its second moment diverges, whereas the glass has the finite value Σw_nω_n² = <q,λ|D|q,λ>. The fit describes a sound peak, not the whole spectrum.

**Fitting discrete lines**

A finite sample supplies spikes. For one undamped mode the formula above, with Γ = 0 and Ω = ω_n, becomes

iz/(z²−ω_n²) = (i/2)[1/(z−ω_n) + 1/(z+ω_n)].

Since Re[i/(x+iη)] = η/(x²+η²), the broadened data are

C_η(ω) = (1/π) Σ_n w_n {η/[(ω−ω_n)²+η²] + η/[(ω+ω_n)²+η²]}.

Data and model are evaluated at the same complex frequency, so both carry the same Lorentzian broadening and η is not counted in Γ. As a test, weights were built from Ω = 0.4 and Γ = 0.12 on irregular levels with mean spacing 0.004. With η = 0.01 the fit returned 0.4000 and 0.1200. Here η exceeds the level spacing, so the broadened lines merge into a smooth curve. Broadening cannot restore information that a few lines do not contain.

The procedure is then:

1. Find mechanical equilibrium and diagonalise D.
2. For each allowed q, compute w_n for L and T.
3. Average over directions with equal |q| and over samples.
4. Broaden by η and fit A·C_η(ω) by least squares for A, Ω and Γ.
5. Plot Ω(q), Γ(q) and the ratio R = πΓ/Ω.

The amplitude A is free because some of the weight may lie outside the sound peak.

**The Ioffe-Regel condition**

The criterion used here sets the lifetime equal to half a period:

1/Γ = ½(2π/Ω), that is, Ω = πΓ or R = 1.

On a nearly linear branch the speed is Ω/q, and the mean free path is

ℓ = (Ω/q)/Γ = (π/q)/R = (λ/2)/R,

where λ here is the wavelength 2π/q. At R = 1 it is half a wavelength. Where the branch bends, the group speed dΩ/dq differs from Ω/q and this spatial reading fails; the statement about lifetime remains only if the damped-oscillator line still fits the spectrum. The factor π is a convention for a gradual crossover, and R = 1 does not show that modes are localised.

**A glass of disks**

The example has three samples of 800 disks in two dimensions, quenched from random positions. Half have diameter 0.28 nm and the other half have a diameter 1.4 times as large. Each has mass 80 u. Disks in contact repel with energy

V = ½k(gap)², gap = (d_i+d_j)/2 − r, k = 10 N/m.

Here d_i and d_j are the diameters and r is the distance between centres. A relative displacement with components s∥ along the contact and s⊥ across it changes r by s∥ + s⊥²/(2r) to second order. With V' = −k·gap and V'' = k, the quadratic energy is

½k[s∥² − (gap/r)s⊥²].

Terms linear in s∥ cancel in the sum at equilibrium. The negative term is the effect of static compression. Summed over contacts, these energies give the stiffness matrix H, and D = H/m.

To test the projection, a longitudinal plane wave with (n_x, n_y) = (4, 3) was launched at tiny amplitude and followed with the full contact forces for a time 16√(m/k). Its velocity correlation differed from Σw_n cos(ω_n t) by at most 1.1×10⁻⁴ of the initial value.

The long-wave speeds have a second, static route. Impose u_i = γ e_λ(q̂·r_i), with q̂ the unit vector along q, and let the disks relax by an extra displacement y. The energy change has a part linear in γ, the work done against the static stress. It cancels in a wave, whose gradient averages to zero, so it is left out. The quadratic part is

½E₂γ² + γ f·y + ½y·Hy,

where E₂ is the unrelaxed stiffness and f the coupling to the extra motion. Minimising gives Hy = −γf, and the relaxed stiffness is

E_rel = E₂ − f·H⁺f,

where H⁺ is the inverse of H with uniform translations left out. A long wave of amplitude a has mean squared gradient q²a²/2. Equating its peak elastic energy E_rel q²a²/4 to its peak kinetic energy Nmω²a²/4 gives v² = E_rel/(Nm).

This predicts 2.52 km/s for L and 1.10 km/s for T. The fitted Ω/q at the smallest wavevector gives 2.53 and 1.05 km/s. The transverse value is about 4% below the elastic one. How much of this comes from finite wavelength and how much from differences between samples was not determined.

**Reading the dispersion and widths**

Write f = Ω/2π and g = Γ/2π, so that R = πg/f. At q = 2.08 nm⁻¹ half a wavelength is π/2.08 = 1.51 nm. The fits give:

L: f = 0.873 THz, g = 0.169 THz, R = 0.61, ℓ = 0.873/(2.08×0.169) = 2.5 nm.
T: f = 0.381 THz, g = 0.170 THz, R = 1.40, ℓ = 0.381/(2.08×0.170) = 1.1 nm.

The widths are nearly equal, yet the two waves lie on opposite sides of the criterion. As in the four-mass example, the lower frequency fits fewer periods into the same decay time. At equal frequency the widths themselves differ: near 0.42 THz, g is 0.052 THz for L and 0.198 THz for T.

For the transverse branch, R is 0.79 at q = 1.04 nm⁻¹ and 1.11 at 1.47 nm⁻¹. Interpolating ln R to zero gives the fraction

t = 0.236/(0.236+0.104) = 0.69,

and the same fraction between the logarithms of 0.173 and 0.254 THz gives f ≈ 0.23 THz. Averaging the logarithms over neighbouring wavevectors before interpolating gives 0.227 THz, or 0.94 meV, at a wavelength of 4.7 nm. The scatter estimated by leaving out one sample at a time is 0.024 THz.

That scatter understates the uncertainty. At the smallest |q| there are two directions and two phases, hence four transverse plane-wave states per sample and about a dozen sound-like lines in all. Their spread, including differences between samples, enters the fitted width. Halving η moves the crossing by just −0.003 THz, but does not cure this.

Samples of 400 disks gave a first upward crossing 1.57 THz higher, near 1.80 THz. The larger samples suggest why. Their R_T falls below one again, to 0.87 at 1.70 THz, and rises through one near 1.8 THz. The smaller box starts at q = 1.04 nm⁻¹, where its ratio is already 1.03, so the search found only the later crossing. At that wavevector f is about 0.18 THz, and the larger box gives R = 0.79 there rather than 1.03. Fitted one at a time, the three small samples give 0.49, 0.62 and 1.44, so these data cannot separate the effect of box size from sample scatter. The transverse crossing is therefore known only roughly, as about 0.2 THz, and more samples in larger boxes are needed. The return below one shows that the fitted ratio can cross one more than once. How well the damped-oscillator line fits the transverse spectra at those wavevectors was not examined, so the dip should not be read as a return of well-defined transverse sound.

The longitudinal branch behaves differently. Up to its maximum of 3.22 THz at q = 10.9 nm⁻¹, R does not exceed 0.62 at the sampled wavevectors. With the same averaging over neighbouring wavevectors as before, the criterion is met on the descending side, at 2.47 THz, or 10.2 meV, and q = 15.2 nm⁻¹. Interpolating the tabulated values without averaging gives about 2.6 THz. There the half-wavelength reading of ℓ does not apply.

The fit is also poor there. At the nearest sampled wavevector its amplitude is 1.27, although the spectrum has total area one, and its rms misfit is 25% of the rms spectrum. Restricting the fit to the peak shifts the crossing by +0.10 THz, and the smaller box shifts it by −0.08 THz. The value 2.5 THz marks where a fitted ratio crosses one; it is not a well-defined limit of longitudinal sound. For comparison, the transverse fit nearest its crossing has amplitude 1.08 and misfit 7%.

**What carries over to a real glass**

The speeds are of the rough size found in soft elemental glasses such as amorphous selenium, about 2 km/s for L and 1 km/s for T. The model is not selenium: it lacks attraction, directional bonds and the third dimension. Its disks are held together by a pressure of 0.96 N/m. Spread over a layer one small diameter thick, that is about 3 GPa, far above ambient conditions. The calculation does not determine how far these differences would move the crossings.

Thermal motion can be sized in one of the 800-disk samples. The mean contact overlap there is 0.020 nm. The rms stretch of a contact, zero-point motion included, is 0.0075 nm at 10 K and 0.012 nm at 100 K. It exceeds the static overlap in 14% and 24% of contacts respectively. Those contacts would often open during vibration, and others with a smaller rms stretch would open at times. The harmonic spectrum ignores this. Even at 10 K, then, the widths above describe scattering by frozen disorder in the harmonic model, not the total linewidth of a warm glass. The fitted frequencies and widths for the 800-disk samples, at all their sampled wavevectors, are in the numerical output below.

Numbers as computed

```
mass 80 u, spring 10 N/m, small diameter 0.28 nm
box side 8.54 nm; smaller box 6.04 nm
unsupported disks removed, three samples: [0, 0, 0]
mean contacts per disk 5.46
two-dimensional pressure 0.96 N/m
frequency unit sqrt(k/m)/2pi = 1.381 THz
broadening half width eta/2pi = 0.0138 THz
largest dynamics-minus-modes difference 1.1e-04
synthetic fit: Omega 0.4000 (set 0.4), Gamma 0.1200 (set 0.12)
q in 1/nm; f=Omega/2pi, g=Gamma/2pi in THz; R=pi*Gamma/Omega
    q     f_L    g_L   R_L     f_T    g_T   R_T
  0.74   0.296  0.030  0.31   0.123  0.020  0.52
  1.04   0.418  0.052  0.39   0.173  0.043  0.79
  1.47   0.605  0.101  0.53   0.254  0.090  1.11
  1.65   0.676  0.133  0.62   0.287  0.114  1.24
  2.08   0.873  0.169  0.61   0.381  0.170  1.40
  2.33   0.984  0.191  0.61   0.419  0.198  1.48
  2.65   1.126  0.210  0.59   0.490  0.241  1.54
  3.03   1.294  0.217  0.53   0.567  0.313  1.73
  3.29   1.401  0.235  0.53   0.628  0.352  1.76
  3.68   1.557  0.240  0.48   0.718  0.413  1.81
  4.29   1.794  0.277  0.49   0.877  0.474  1.70
  4.71   1.952  0.274  0.44   0.994  0.488  1.54
  5.20   2.118  0.287  0.43   1.118  0.472  1.32
  5.93   2.342  0.342  0.46   1.296  0.439  1.06
  6.78   2.588  0.410  0.50   1.462  0.423  0.91
  7.36   2.737  0.435  0.50   1.553  0.439  0.89
  8.39   2.971  0.432  0.46   1.702  0.473  0.87
  9.59   3.157  0.308  0.31   1.827  0.594  1.02
 10.94   3.216  0.229  0.22   1.919  0.818  1.34
 12.53   3.101  0.373  0.38   1.974  1.248  1.99
 14.29   2.792  0.651  0.73   1.999  1.779  2.79
 15.47   2.455  0.941  1.20   1.975  2.188  3.48
 16.94   1.981  1.011  1.60   1.939  2.646  4.29
 18.17   1.713  0.952  1.75   1.882  2.949  4.92
 19.81   1.443  1.126  2.45   1.799  3.212  5.61
L sound speed: elastic 2.517, first shell 2.526 km/s
L dispersion maximum: 3.216 THz at q 10.94 1/nm; largest R up to it 0.62
L Ioffe-Regel: 2.473 THz = 10.23 meV, sample error 0.009 THz
L at crossing: q 15.16 1/nm, wavelength 0.41 nm
L nearest shell: amplitude 1.27, relative rms misfit 0.25
L shifts (THz): half eta +0.004, narrow fit +0.099, small box -0.084
T sound speed: elastic 1.101, first shell 1.053 km/s
T dispersion maximum: 1.999 THz at q 14.29 1/nm; largest R up to it 2.79
T Ioffe-Regel: 0.227 THz = 0.94 meV, sample error 0.024 THz
T at crossing: q 1.33 1/nm, wavelength 4.74 nm
T nearest shell: amplitude 1.08, relative rms misfit 0.07
T shifts (THz): half eta -0.003, narrow fit -0.005, small box +1.570
mean static contact overlap 0.0203 nm
10 K: rms contact stretch 0.0075 nm, exceeds overlap in 14% of contacts
100 K: rms contact stretch 0.0116 nm, exceeds overlap in 24% of contacts
```
